# Herring's criterion and forced degeneracies on the hexagonal face of hcp: test program

```python
# Herring's criterion and band sticking on the face kz = pi/c of hcp (P6_3/mmc).
# g={R|t}: (g psi)(r) = u psi(R^-1(r-t)); theta = time reversal, theta^2 = +1 / -1 (spin).
# D: small representation of the little group at k (dimension d, character chi, n cosets).
# Q: cosets with R k = -k.  W = (1/n) sum_Q theta^2 chi(Q^2).
# Claim: W=+1 level is D; W=-1 level is D+D; W=0 level is D+Dbar, Dbar(g)=D(Q0^-1 g Q0)*.
# hcp: spinless levels >= twofold on the whole face; with spin-orbit fourfold only on A-L.
# Independent side: plane-wave model with no symmetry imposed, K=k+G, q=K-K',
# H = K^2/2 + S(q)[-v0 exp(-q^2 w^2/2) - i lam exp(-q^2 ws^2/2) sigma.(K x K')].
import numpy as np
from itertools import product
from scipy.constants import physical_constants as pc
from scipy.linalg import expm
from scipy.spatial.transform import Rotation

HA = pc['Hartree energy in eV'][0]
BOHR = pc['Bohr radius'][0]*1e10
a_A, c_A, v0_eV, w_A, lam_eVA2, ws_A, cut_eV = 3.0, 5.0, 5.0, 0.8, 0.2, 0.6, 120.0
a, c, w, ws = a_A/BOHR, c_A/BOHR, w_A/BOHR, ws_A/BOHR
v0, lam = v0_eV/HA, lam_eVA2/HA/BOHR**2
A = np.array([[a, -a/2, 0], [0, np.sqrt(3)*a/2, 0], [0, 0, c]])  # columns a1,a2,a3
B = 2*np.pi*np.linalg.inv(A).T
sig = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]], complex)
rng = np.random.default_rng(7)
TOL = 1e-8/HA
pA, pB, up = np.array([1/3, 2/3, .25]), np.array([2/3, 1/3, .75]), np.array([0, 0, .375])
hcp = [(pA, 1.0), (pB, 1.0)]
polar = hcp + [(pA+up, 0.5), (pB+up, 0.5)]
unequal = [(pA, 1.0), (pB, 0.6)]

def is_int(x): return np.allclose(x, np.round(x), atol=1e-8)
def equiv(k1, k2): return is_int(A.T@(k1-k2)/(2*np.pi))
def mul(g, h): return (g[0]@h[0], g[0]@h[1]+g[1], g[2]@h[2])
def inv(g): return (g[0].T, -g[0].T@g[1], g[2].conj().T)

def space_group(atoms):
    out, metric = [], A.T@A
    for m in product((-1, 0, 1), repeat=4):
        for s in (1, -1):
            Wm = np.array([[m[0], m[1], 0], [m[2], m[3], 0], [0, 0, s]])
            if not np.allclose(Wm.T@metric@Wm, metric): continue
            for p, wt in atoms:
                t = p - Wm@atoms[0][0]
                t = t - np.floor(t+1e-9)
                if all(any(wj == wi and is_int(Wm@pi+t-pj) for pj, wj in atoms)
                       for pi, wi in atoms):
                    R = A@Wm@np.linalg.inv(A)
                    rv = Rotation.from_matrix(R*np.sign(np.linalg.det(R))).as_rotvec()
                    out.append((R, A@t, expm(-0.5j*np.einsum('c,cab->ab', rv, sig))))
                    break
    return out

def reduce_el(g, little, k, spin):
    i = [j for j, h in enumerate(little) if np.allclose(h[0], g[0], atol=1e-9)][0]
    T = g[1]-little[i][1]
    assert is_int(np.linalg.solve(A, T))
    sgn = np.trace(g[2]@little[i][2].conj().T).real/2 if spin else 1.0
    assert abs(abs(sgn)-1) < 1e-9
    return i, sgn*np.exp(-1j*k@T)

def clusters(e, tol):
    return np.split(np.arange(len(e)), np.where(np.diff(e) > tol)[0]+1)

def small_reps(little, k, spin):
    n = len(little)
    L = np.zeros((n, n, n), complex)
    for i, g in enumerate(little):
        for j, h in enumerate(little):
            m, ph = reduce_el(mul(g, h), little, k, spin)
            L[i, m, j] = ph
    X = rng.normal(size=(n, n))+1j*rng.normal(size=(n, n))
    X = X+X.conj().T
    e, V = np.linalg.eigh(sum(l@X@l.conj().T for l in L))
    reps, chars = [], []
    for cl in clusters(e, 1e-8):
        D = np.array([V[:, cl].conj().T@l@V[:, cl] for l in L])
        ch = np.trace(D, axis1=1, axis2=2)
        assert abs(np.vdot(ch, ch)/n-1) < 1e-7
        if not any(np.allclose(ch, x, atol=1e-6) for x in chars):
            reps.append(D); chars.append(ch)
    assert sum(D.shape[1]**2 for D in reps) == n
    return reps, chars

def basis(k0, cut):
    G = np.array(list(product(range(-6, 7), range(-6, 7), range(-8, 9))))
    return G[0.5*np.sum((k0+G@B.T)**2, axis=1) < cut/HA]

def hamiltonian(atoms, k, G, spin):
    K = k+G@B.T
    q = K[:, None, :]-K[None, :, :]
    q2 = np.sum(q*q, axis=2)
    S = sum(wt*np.exp(-1j*q@(A@p)) for p, wt in atoms)/2
    H = -v0*S*np.exp(-q2*w*w/2)
    np.fill_diagonal(H, 0.5*np.sum(K*K, axis=1))
    if not spin: return H
    cr = np.cross(K[:, None, :], K[None, :, :])
    so = -1j*lam*S*np.exp(-q2*ws*ws/2)
    return np.kron(H, np.eye(2))+sum(np.kron(so*cr[:, :, i], sig[i]) for i in range(3))

def op_matrix(g, k, G, spin, anti=False):
    # unitary g: c -> P c ;  antiunitary theta*g: c -> P conj(c)
    RK = (k+G@B.T)@g[0].T
    ph, u = np.exp(-1j*RK@g[1]), g[2]
    if anti: RK, ph, u = -RK, ph.conj(), 1j*sig[1]@u.conj()
    idx = {tuple(x): i for i, x in enumerate(G)}
    rows = [idx[tuple(x)] for x in np.round((RK-k)@A/(2*np.pi)).astype(int)]
    P = np.zeros((len(G), len(G)), complex)
    P[rows, np.arange(len(G))] = ph
    return np.kron(P, u) if spin else P

def levels(atoms, k, spin, cut=cut_eV, k0=None):
    G = basis(k if k0 is None else k0, cut)
    H = hamiltonian(atoms, k, G, spin)
    assert np.allclose(H, H.conj().T, atol=1e-12)
    e, V = np.linalg.eigh(H)
    return G, H, e, V, clusters(e[:16*(1+spin)], TOL)[:-1]

def analyse(atoms, group, k, spin):
    little = [g for g in group if equiv(g[0]@k, k)]
    Qs = [g for g in group if equiv(g[0]@k, -k)]
    n, th2 = len(little), (-1 if spin else 1)
    assert len(Qs) in (0, n)
    reps, chars = small_reps(little, k, spin)
    table, content = [], []
    for r, D in enumerate(reps):
        d = D.shape[1]
        def Dof(g):
            i, ph = reduce_el(g, little, k, spin)
            return ph*D[i]
        if not Qs:
            table.append((d, None)); content.append([r]); continue
        W = sum(th2*np.trace(Dof(mul(Q, Q))) for Q in Qs)/n
        Wi = int(round(W.real))
        assert abs(W-Wi) < 1e-7 and Wi in (-1, 0, 1)
        Q0 = Qs[-1]
        Dbar = np.array([Dof(mul(inv(Q0), mul(g, Q0))).conj() for g in little])
        chb = np.trace(Dbar, axis1=1, axis2=2)
        rb = [j for j, x in enumerate(chars) if np.allclose(x, chb, atol=1e-6)][0]
        X = rng.normal(size=(d, d))+1j*rng.normal(size=(d, d))
        N = sum(D[i]@X@Dbar[i].conj().T for i in range(n))/n   # intertwiner D N = N Dbar
        if rb != r:
            assert np.abs(N).max() < 1e-7 and Wi == 0
        else:
            N = N/np.sqrt(np.trace(N@N.conj().T).real/d)
            cm = N@N.conj()@np.linalg.inv(th2*Dof(mul(Q0, Q0)))
            assert Wi != 0 and np.allclose(cm, Wi*np.eye(d), atol=1e-5)
        table.append((d, Wi))
        content.append([r] if Wi == 1 else sorted([r, rb]))
    G, H, e, V, cls = levels(atoms, k, spin)
    Ps = [op_matrix(g, k, G, spin) for g in little]
    for P in Ps: assert np.abs(P@H-H@P).max() < 1e-10
    for Q in Qs:
        P = op_matrix(Q, k, G, spin, True)
        assert np.abs(P@H.conj()-H@P).max() < 1e-10
    for cl in cls:
        ch = np.array([np.trace(V[:, cl].conj().T@P@V[:, cl]) for P in Ps])
        mult = np.array([np.vdot(x, ch)/n for x in chars])
        mi = np.round(mult.real).astype(int)
        assert np.abs(mult-mi).max() < 1e-4
        found = [j for j in range(len(reps)) for _ in range(mi[j])]
        assert found == content[found[0]]
    text = ' '.join(f'{e[cl[0]]*HA:.4f}(x{len(cl)})' for cl in cls[:3])
    return n, sorted(table), e, [len(cl) for cl in cls], text

grp, grp_pol, grp_un = space_group(hcp), space_group(polar), space_group(unequal)
assert (len(grp), len(grp_pol), len(grp_un)) == (24, 12, 12)
print(f'a = {a_A} A, c = {c_A} A, v0 = {v0_eV} eV, w = {w_A} A')
print(f'lam = {lam_eVA2} eV A^2, ws = {ws_A} A, cutoff = {cut_eV} eV')
print(f'group orders: hcp {len(grp)}, polar {len(grp_pol)}, unequal {len(grp_un)}')
pts = {'in': (.3, .1, .45), 'E': (.3, .1, .5), 'R': (0, .3, .5), 'S': (.4, -.2, .5),
       "S'": (.2, .4, .5), 'A': (0, 0, .5), 'L': (0, .5, .5), 'H': (2/3, -1/3, .5)}
hand = {'in': ([(1, 1)], [(1, -1)]), 'E': ([(1, 0)]*2, [(1, -1)]*2),
        'R': ([(1, 0)]*4, [(2, -1)]), 'S': ([(2, 1)], [(1, 0)]*4),
        "S'": ([(2, 1)], [(1, 0)]*4),
        'A': ([(2, 1), (2, 1), (4, 1)], [(2, 0), (2, 0), (4, 1)]),
        'L': ([(2, 1)]*2, [(2, 0)]*2), 'H': ([(2, 1)]*3, [(1, 0)]*4+[(2, 1)]*2)}
kp = {nm: B@np.array(f) for nm, f in pts.items()}
for nm in pts:
    print(f'k {nm}: ' + ' '.join(f'{x/BOHR:.4f}' for x in kp[nm]) + ' 1/A')
print(f'plane waves at A: {len(basis(kp["A"], cut_eV))}')

names = {(-1, -1, -1): 'I', (-1, -1, 1): 'C2z', (1, -1, -1): 'C2x', (-1, 1, -1): 'C2y',
         (-1, 1, 1): 'mx', (1, -1, 1): 'my', (1, 1, -1): 'mz', (1, 1, 1): 'E'}
named = {names[tuple(np.round(np.diag(g[0])).astype(int))]: g for g in grp
         if np.allclose(g[0], np.diag(np.diag(g[0])), atol=1e-9)}
hand_sq = {'I': (1, -1), 'C2z': (-1, -1), 'my': (-1, -1),
           'C2x': (1, 1), 'C2y': (1, 1), 'mx': (1, 1)}
hand_Q = {'E': {'I', 'C2z'}, 'R': {'I', 'C2z', 'C2x', 'my'}, 'S': {'I', 'C2z', 'C2y', 'mx'}}
print('t_z/c: ' + ' '.join(f'{nm} {g[1][2]/c:.1f}' for nm, g in sorted(named.items())))
for nm in hand_Q:
    k = kp[nm]; G = basis(k, cut_eV)
    qs = sorted(x for x, g in named.items() if equiv(g[0]@k, -k))
    assert set(qs) == hand_Q[nm]
    for spin in (0, 1):
        vals = []
        for x in qs:
            P = op_matrix(named[x], k, G, spin, True)
            sq = P@P.conj()
            assert np.allclose(sq, hand_sq[x][spin]*np.eye(len(sq)), atol=1e-9)
            vals.append(f'{x} {sq[0, 0].real:+.0f}')
        print(f'(theta Q)^2 at {nm}, spin={spin}: ' + ' '.join(vals))

print('point, spin, n, (d,W), lowest levels in eV (x degeneracy)')
split = {}
for nm in pts:
    for spin in (0, 1):
        n, table, e, degs, text = analyse(hcp, grp, kp[nm], spin)
        assert table == hand[nm][spin]
        if spin:
            assert set(degs) == ({4} if nm in ('R', 'A', 'L') else {2})
            split[nm] = (e[2]-e[0])*HA
        elif nm == 'in':
            assert set(degs) == {1}
            gap_in = (e[1]-e[0])*HA
        else:
            assert min(degs) == 2 and all(x % 2 == 0 for x in degs)
        tab = ''.join(f'({d},{W:+d})' for d, W in table)
        print(f'{nm} s={spin} n={n} {tab} {text}')
print(f'spinless gap of lowest pair at "in" (kz=0.9 pi/c): {gap_in:.4f} eV')
print('spin-orbit gap of lowest two doublets, eV: ' +
      ' '.join(f'{x} {split[x]:.5f}' for x in ('E', 'S', "S'", 'H')))
print('same on A-L, eV: ' + ' '.join(f'{x} {split[x]:.0e}' for x in ('A', 'R', 'L')))
print(f'gap at H = {split["H"]:.4f} eV = {split["H"]/HA:.3e} hartree')
e_big = levels(hcp, kp['H'], 1, cut=200.0)[2]
dconv = abs((e_big[2]-e_big[0])*HA-split['H'])
assert dconv < 1e-3
print(f'change of gap at H for cutoff 200 eV: {dconv:.1e} eV')

# scan of the face; phi is measured from A-H, so A-L lies at 30 degrees
for phi in (0, 10, 20, 30):
    row = []
    for r in (.3, .6, .9):
        p = np.radians(phi)
        kk = r*2*np.pi/(np.sqrt(3)*a)/np.cos(p-np.pi/6)
        k = np.array([kk*np.cos(p), kk*np.sin(p), np.pi/c])
        assert {len(x) for x in levels(hcp, k, 0)[4]} == {2}
        _, _, e, _, cls = levels(hcp, k, 1)
        assert {len(x) for x in cls} == ({4} if phi == 30 else {2})
        row.append(f'{(e[2]-e[0])*HA:.2e}')
    print(f'phi={phi} deg, gap at 0.3 0.6 0.9 of edge, eV: ' + ' '.join(row))

def signed_split(q_A, phi):
    # E(mz=+i) - E(mz=-i) of the lowest quartet, fixed basis centred on A
    p = np.radians(phi)
    k = kp['A']+q_A*BOHR*np.array([np.cos(p), np.sin(p), 0])
    G, H, e, V, _ = levels(hcp, k, 1, k0=kp['A'])
    m = V[:, :2].conj().T@op_matrix(named['mz'], k, G, 1)@V[:, :2]
    s = np.sign(m[0, 0].imag)
    assert np.allclose(m, 1j*s*np.eye(2), atol=1e-3)
    return -s*(e[2:4].mean()-e[:2].mean())*HA
d1, d2 = signed_split(.03, 0), signed_split(.06, 0)
expo = np.log2(d2/d1)
assert abs(expo-3) < 0.05          # leftover is the q^5 term
print(f'delta(q=0.03 1/A) = {d1:.4e} eV, delta(q=0.06 1/A) = {d2:.4e} eV')
print(f'exponent = {expo:.3f}, delta/q^3 = {d1/.03**3:.4e} eV A^3')
for phi in (10, 50):
    ratio = signed_split(.06, phi)/d2
    assert abs(ratio-np.cos(np.radians(3*phi))) < 1e-3
    print(f'delta({phi} deg)/delta(0) = {ratio:.4f}, cos3phi = {np.cos(np.radians(3*phi)):.4f}')

# cause of the sticking: screw kept without inversion, or screw removed
for spin in (0, 1):
    n, table, e, degs, text = analyse(polar, grp_pol, kp['E'], spin)
    assert table == [(1, -1)] and set(degs) == {2}
    print(f'polar E s={spin} (d,W)={table[0]} levels eV: {text}')
n, table, e, degs, text = analyse(polar, grp_pol, kp['in'], 1)
assert table == [(1, None)] and set(degs) == {1}
print(f'polar in s=1 no Q, levels eV: {text}')
n, table, e, degs, text = analyse(unequal, grp_un, kp['E'], 0)
assert table == [(1, None)]*2 and set(degs) == {1}
print(f'unequal (weights 1, 0.6) E s=0 no Q, levels eV: {text}')
print('OK')
```

Running it gives:

```
a = 3.0 A, c = 5.0 A, v0 = 5.0 eV, w = 0.8 A
lam = 0.2 eV A^2, ws = 0.6 A, cutoff = 120.0 eV
group orders: hcp 24, polar 12, unequal 12
k in: 0.6283 0.6046 0.5655 1/A
k E: 0.6283 0.6046 0.6283 1/A
k R: 0.0000 0.7255 0.6283 1/A
k S: 0.8378 -0.0000 0.6283 1/A
k S': 0.4189 1.2092 0.6283 1/A
k A: 0.0000 0.0000 0.6283 1/A
k L: 0.0000 1.2092 0.6283 1/A
k H: 1.3963 0.0000 0.6283 1/A
plane waves at A: 116
t_z/c: C2x 0.0 C2y 0.5 C2z 0.5 E 0.0 I 0.0 mx 0.0 my 0.5 mz 0.5
(theta Q)^2 at E, spin=0: C2z -1 I +1
(theta Q)^2 at E, spin=1: C2z -1 I -1
(theta Q)^2 at R, spin=0: C2x +1 C2z -1 I +1 my -1
(theta Q)^2 at R, spin=1: C2x +1 C2z -1 I -1 my -1
(theta Q)^2 at S, spin=0: C2y +1 C2z -1 I +1 mx +1
(theta Q)^2 at S, spin=1: C2y +1 C2z -1 I -1 mx +1
point, spin, n, (d,W), lowest levels in eV (x degeneracy)
in s=0 n=1 (1,+1) 3.8909(x1) 4.4755(x1) 10.6278(x1)
in s=1 n=1 (1,-1) 3.8816(x2) 4.4646(x2) 10.5782(x2)
E s=0 n=2 (1,+0)(1,+0) 4.1691(x2) 10.9053(x2) 15.3801(x2)
E s=1 n=2 (1,-1)(1,-1) 4.1589(x2) 4.1592(x2) 10.8500(x2)
R s=0 n=4 (1,+0)(1,+0)(1,+0)(1,+0) 3.3008(x2) 12.2036(x2) 15.4584(x2)
R s=1 n=4 (2,-1) 3.2929(x4) 12.1403(x4) 15.4106(x4)
S s=0 n=4 (2,+1) 3.9544(x2) 12.3550(x2) 13.5671(x2)
S s=1 n=4 (1,+0)(1,+0)(1,+0)(1,+0) 3.9446(x2) 3.9450(x2) 12.2328(x2)
S' s=0 n=4 (2,+1) 6.8457(x2) 8.2149(x2) 12.2016(x2)
S' s=1 n=4 (1,+0)(1,+0)(1,+0)(1,+0) 6.8334(x2) 6.8398(x2) 8.1572(x2)
A s=0 n=24 (2,+1)(2,+1)(4,+1) 1.3261(x2) 13.4018(x2) 22.6123(x2)
A s=1 n=24 (2,+0)(2,+0)(4,+1) 1.3230(x4) 13.3461(x4) 22.3451(x4)
L s=0 n=8 (2,+1)(2,+1) 6.2357(x2) 7.5544(x2) 17.6625(x2)
L s=1 n=8 (2,+0)(2,+0) 6.2288(x4) 7.5152(x4) 17.4757(x4)
H s=0 n=12 (2,+1)(2,+1)(2,+1) 7.5738(x2) 9.1916(x2) 9.6173(x2)
H s=1 n=12 (1,+0)(1,+0)(1,+0)(1,+0)(2,+1)(2,+1) 7.5554(x2) 7.5869(x2) 8.9306(x2)
spinless gap of lowest pair at "in" (kz=0.9 pi/c): 0.5845 eV
spin-orbit gap of lowest two doublets, eV: E 0.00028 S 0.00038 S' 0.00649 H 0.03153
same on A-L, eV: A 6e-14 R 8e-14 L 3e-14
gap at H = 0.0315 eV = 1.159e-03 hartree
change of gap at H for cutoff 200 eV: 7.5e-06 eV
phi=0 deg, gap at 0.3 0.6 0.9 of edge, eV: 5.08e-05 3.85e-04 8.22e-03
phi=10 deg, gap at 0.3 0.6 0.9 of edge, eV: 3.43e-05 2.75e-04 1.18e-03
phi=20 deg, gap at 0.3 0.6 0.9 of edge, eV: 1.72e-05 1.40e-04 8.62e-05
phi=30 deg, gap at 0.3 0.6 0.9 of edge, eV: 5.82e-14 1.50e-13 4.53e-14
delta(q=0.03 1/A) = 1.8007e-08 eV, delta(q=0.06 1/A) = 1.4413e-07 eV
exponent = 3.001, delta/q^3 = 6.6691e-04 eV A^3
delta(10 deg)/delta(0) = 0.8660, cos3phi = 0.8660
delta(50 deg)/delta(0) = -0.8660, cos3phi = -0.8660
polar E s=0 (d,W)=(1, -1) levels eV: 4.1512(x2) 10.8822(x2) 15.4456(x2)
polar E s=1 (d,W)=(1, -1) levels eV: 4.1396(x2) 4.1407(x2) 10.8295(x2)
polar in s=1 no Q, levels eV: 3.8610(x1) 3.8613(x1) 4.4472(x1)
unequal (weights 1, 0.6) E s=0 no Q, levels eV: 3.4914(x1) 4.9337(x1) 10.2568(x1)
OK
```
